# Capacitance Added by Delay-Optimal Repeaters on an RC Wire: verification in Python

```python
"""
Result under test: for delay-optimal repeaters on a uniform RC wire,
  (repeater capacitance)/(wire capacitance) = sqrt((0.38/0.69)*(1 + Cp/C0)),
which is about 1.05 for Cp = C0, for a continuous number of stages.
For k whole stages it is multiplied by k/(L/l_opt).
Symbols: r, c = wire resistance and capacitance per length; R0, C0, Cp =
output resistance, input capacitance, output parasitic of a unit repeater;
h = repeater size; l = segment length; L = wire length; k = stages.
Units: um, ohm, fF, ps (1 ohm fF = 0.001 ps).
"""
import numpy as np
from scipy.constants import c as light_speed
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar

LUMPED, DISTRIBUTED = 0.69, 0.38
PS = 1e-3


def stage_delay(h, l, r, c, R0, C0, Cp, Rvia=0.0):
    """Stage delay in ps; Rvia is one via stack at each end of the wire."""
    driver = R0 / h * (c * l + h * C0 + h * Cp)
    vias = Rvia * (c * l + h * C0) + Rvia * h * C0
    wire_to_load = r * l * h * C0
    return PS * (LUMPED * (driver + vias + wire_to_load)
                 + DISTRIBUTED * r * c * l**2)


def numerical_optimum(par, Rvia=0.0):
    def objective(logs):
        h, l = np.exp(logs)
        return np.log(stage_delay(h, l, *par, Rvia) / l)
    res = minimize(objective, [1.0, 1.0], method="Nelder-Mead",
                   options=dict(xatol=1e-8, fatol=1e-14, maxiter=2000))
    return np.exp(res.x)


def formula_optimum(r, c, R0, C0, Cp):
    h = np.sqrt(R0 * c / (r * C0))
    l = np.sqrt(LUMPED * R0 * (C0 + Cp) / (DISTRIBUTED * r * c))
    return h, l


def added_ratio(h, l, c, C0, Cp):
    return h * (C0 + Cp) / (c * l)


def ladder_delay(Rdrv, Cout, Rwire, Cwire, Cload, n=80):
    """50% step delay (ohm fF) of driver + n-section wire + load."""
    cap = np.full(n + 1, Cwire / n)
    cap[0] = Cwire / (2 * n) + Cout
    cap[-1] = Cwire / (2 * n) + Cload
    g = n / Rwire
    diag = np.full(n + 1, 2 * g)
    diag[0] = g + 1 / Rdrv
    diag[-1] = g
    root = np.sqrt(cap)
    lam, vec = eigh_tridiagonal(diag / cap, -g / (root[:-1] * root[1:]))
    amp = vec[-1] / root[-1] * (vec.T @ root)
    scale = Rdrv * (Cout + Cwire + Cload) + Rwire * (Cwire / 2 + Cload)
    f = lambda t: 0.5 - amp @ np.exp(-lam * t * scale)
    return scale * brentq(f, 0.0, 5.0, xtol=1e-14, rtol=1e-13)


# ---- example: rough typical values for a narrow copper wire ----
width_nm, thick_nm, rho_uohm_cm = 50.0, 100.0, 4.0
r = rho_uohm_cm * 1e-8 / (width_nm * thick_nm * 1e-18) * 1e-6
c, R0, C0, Cp = 0.2, 1.0e4, 0.1, 0.1
par = (r, c, R0, C0, Cp)
supply = 0.7
L_main = 1000.0

a_formula = np.sqrt(DISTRIBUTED / LUMPED * (1 + Cp / C0))
h_opt, l_opt = formula_optimum(*par)
h_num, l_num = numerical_optimum(par)
a_num = added_ratio(h_num, l_num, c, C0, Cp)
assert abs(h_num / h_opt - 1) < 1e-5
assert abs(l_num / l_opt - 1) < 1e-5
assert abs(a_num - a_formula) < 1e-5
assert abs(a_num - 1.05) < 0.005

# ---- universality: vary all scales, keep Cp = C0 ----
rng = np.random.default_rng(4)
ratios = []
for _ in range(12):
    f = 10 ** rng.uniform(-1, 1, 4)
    trial = (r * f[0], c * f[1], R0 * f[2], C0 * f[3], C0 * f[3])
    ht, lt = numerical_optimum(trial)
    ratios.append(added_ratio(ht, lt, trial[1], trial[3], trial[4]))
assert np.max(np.abs(np.array(ratios) - a_formula)) < 1e-5
h_np, l_np = numerical_optimum((r, c, R0, C0, 0.0))
a_no_par = added_ratio(h_np, l_np, c, C0, 0.0)
assert abs(a_no_par - np.sqrt(DISTRIBUTED / LUMPED)) < 1e-5


# ---- whole number of stages, by brute force ----
def best_integer(L, kmax=30):
    best = None
    for k in range(1, kmax + 1):
        res = minimize_scalar(
            lambda q: k * stage_delay(np.exp(q), L / k, *par),
            bounds=(0.0, np.log(1000.0)), method="bounded",
            options=dict(xatol=1e-8))
        if best is None or res.fun < best[2]:
            best = (k, np.exp(res.x), res.fun)
    return best


for k in (1, 2, 5, 12):
    L_switch = l_opt * np.sqrt(k * (k + 1))
    assert best_integer(0.99 * L_switch)[0] == k
    assert best_integer(1.01 * L_switch)[0] == k + 1
table = []
for L in (20.0, 60.0, 100.0, 300.0, L_main):
    k, h, delay = best_integer(L)
    ratio = k * h * (C0 + Cp) / (c * L)
    assert abs(h / h_opt - 1) < 1e-4
    assert abs(ratio / (a_formula * k * l_opt / L) - 1) < 1e-4
    if k > 1:
        assert np.sqrt(k / (k + 1)) - 1e-4 < ratio / a_formula
        assert ratio / a_formula < np.sqrt(k / (k - 1)) + 1e-4
    table.append((L, k, ratio, ratio * (k - 1) / k, delay))
k_main, ratio_main, delay_main = table[-1][1], table[-1][2], table[-1][4]

# ---- half the added capacitance ----
stage = stage_delay(h_opt, l_opt, *par)
s = np.sqrt(0.5)
slow = stage_delay(s * h_opt, l_opt / s, *par) / (l_opt / s)
slow /= stage / l_opt
assert abs(slow - (s + 1 / s) / 2) < 1e-10
a_half = added_ratio(s * h_opt, l_opt / s, c, C0, Cp)
assert abs(a_half / a_num - 0.5) < 1e-5

# ---- ladder: coefficients, then optimum without additive formula ----
coef_wire = ladder_delay(1e-4, 0.0, 1.0, 1.0, 0.0)
coef_lump = ladder_delay(1.0, 0.0, 1e-4, 1.0, 0.0)
assert abs(coef_wire - DISTRIBUTED) < 0.003
assert abs(coef_lump - LUMPED) < 0.005


def ladder_stage(h, l, n=80):
    return PS * ladder_delay(R0 / h, h * Cp, r * l, c * l, h * C0, n)


def ladder_optimum(n):
    res = minimize(
        lambda q: np.log(ladder_stage(*np.exp(q), n) / np.exp(q[1])),
        np.log([h_opt, l_opt]), method="Nelder-Mead",
        options=dict(xatol=1e-6, fatol=1e-11, maxiter=400))
    return np.exp(res.x)


h_lad, l_lad = ladder_optimum(80)
h_coarse, l_coarse = ladder_optimum(40)
a_lad = added_ratio(h_lad, l_lad, c, C0, Cp)
a_coarse = added_ratio(h_coarse, l_coarse, c, C0, Cp)
stage_lad = ladder_stage(h_opt, l_opt)
loss_lad = (stage_lad / l_opt) / (ladder_stage(h_lad, l_lad) / l_lad) - 1
assert abs(a_lad - a_coarse) < 2e-3
assert abs(stage_lad / stage - 1) < 0.10
assert abs(a_lad / a_formula - 1) < 0.20

# ---- neglected effects, rough sizes ----
coupling_share = 0.6
c_worst = c * (1 + coupling_share)
h_w, l_w = numerical_optimum((r, c_worst, R0, C0, Cp))
a_worst = added_ratio(h_w, l_w, c, C0, Cp)
assert abs(a_worst / a_formula - c_worst / c) < 1e-5

Rvia = 30.0
h_v, l_v = numerical_optimum(par, Rvia)
a_via = added_ratio(h_v, l_v, c, C0, Cp)
assert a_via < a_num

T_cold, T_hot, slope = 300.0, 378.0, 0.0067
r_hot = r * (1 + slope * (T_hot - T_cold) / rho_uohm_cm)
par_hot = (r_hot, c, R0, C0, Cp)
h_h, l_h = numerical_optimum(par_hot)
a_hot = added_ratio(h_h, l_h, c, C0, Cp)
hot_fixed = stage_delay(h_opt, l_opt, *par_hot) / l_opt
hot_best = stage_delay(h_h, l_h, *par_hot) / l_h
assert abs(a_hot - a_num) < 1e-5
assert 0 <= hot_fixed / hot_best - 1 < 0.01

eps_r = 3.0
flight_per_um = np.sqrt(eps_r) / light_speed * 1e6   # ps per um
flight = flight_per_um * l_opt
impedance = flight_per_um / (c * PS)
assert flight < 0.2 * stage and r * l_opt > 2 * impedance

wire_cap = c * L_main
added_cap = ratio_main * wire_cap
bare = PS * DISTRIBUTED * r * c * L_main**2

print(f"wire width, thickness: {width_nm:.0f}, {thick_nm:.0f} nm")
print(f"effective resistivity: {rho_uohm_cm:.1f} uohm cm")
print(f"wire r: {r:.2f} ohm/um; c: {c:.2f} fF/um")
print(f"unit repeater R0: {R0/1e3:.1f} kohm; C0, Cp: {C0}, {Cp} fF")
print(f"optimal size h: {h_opt:.2f} (numerical {h_num:.2f})")
print(f"optimal segment l: {l_opt:.2f} um (numerical {l_num:.2f})")
print(f"driver resistance R0/h: {R0/h_opt:.1f} ohm")
print(f"segment wire resistance: {r*l_opt:.1f} ohm")
print(f"segment wire capacitance: {c*l_opt:.3f} fF")
print(f"repeater capacitance per segment: {h_opt*(C0+Cp):.3f} fF")
print(f"added/wire ratio, formula: {a_formula:.4f}")
print(f"added/wire ratio, numerical: {a_num:.4f}")
print(f"ratio range, 12 varied sets: {min(ratios):.4f}-{max(ratios):.4f}")
print(f"ratio with Cp = 0: {a_no_par:.4f}")
print(f"stage delay: {stage:.3f} ps; per mm: {1e3*stage/l_opt:.2f} ps")
print("integer stages: L um | k | ratio | inserted only | delay ps")
for L, k, q, q_in, d in table:
    print(f"  {L:.0f} | {k} | {q:.4f} | {q_in:.4f} | {d:.2f}")
print(f"1 mm wire capacitance: {wire_cap:.1f} fF")
print(f"1 mm added capacitance: {added_cap:.1f} fF")
print(f"1 mm bare-wire delay, ideal driver, no load: {bare:.1f} ps")
print(f"supply: {supply:.1f} V")
print(f"energy per full cycle, wire only: {wire_cap*supply**2:.1f} fJ")
print(f"energy per full cycle, total: "
      f"{(wire_cap+added_cap)*supply**2:.1f} fJ")
print(f"half added capacitance: ratio {a_half:.4f}, delay x {slow:.4f}")
print(f"ladder coefficients: wire {coef_wire:.4f}, lumped {coef_lump:.4f}")
print(f"ladder stage delay at formula optimum: {stage_lad:.3f} ps")
print(f"ladder optimum: h {h_lad:.2f}, l {l_lad:.2f} um")
print(f"ladder optimum ratio: {a_lad:.3f}")
print(f"ladder delay loss at formula optimum: {100*loss_lad:.3f} %")
print(f"coupling share of c: {coupling_share:.1f}")
print(f"opposite switching: h {h_w:.2f}, l {l_w:.2f} um")
print(f"opposite switching: added/nominal wire ratio {a_worst:.3f}")
print(f"via stack: {Rvia:.0f} ohm at each end; ratio {a_via:.3f}")
print(f"temperatures: {T_cold:.0f}, {T_hot:.0f} K")
print(f"resistivity slope: {slope:.4f} uohm cm/K")
print(f"hot wire r: {r_hot:.2f} ohm/um; re-optimised ratio {a_hot:.4f}")
print(f"hot delay, fixed design: {1e3*hot_fixed:.2f} ps/mm")
print(f"hot loss against new optimum: {100*(hot_fixed/hot_best-1):.3f} %")
print(f"relative permittivity: {eps_r:.1f}")
print(f"time of flight per segment: {flight:.3f} ps")
print(f"lossless line impedance: {impedance:.1f} ohm")
print("OK")
```

Running it gives:

```
wire width, thickness: 50, 100 nm
effective resistivity: 4.0 uohm cm
wire r: 8.00 ohm/um; c: 0.20 fF/um
unit repeater R0: 10.0 kohm; C0, Cp: 0.1, 0.1 fF
optimal size h: 50.00 (numerical 50.00)
optimal segment l: 47.64 um (numerical 47.64)
driver resistance R0/h: 200.0 ohm
segment wire resistance: 381.1 ohm
segment wire capacitance: 9.528 fF
repeater capacitance per segment: 10.000 fF
added/wire ratio, formula: 1.0495
added/wire ratio, numerical: 1.0495
ratio range, 12 varied sets: 1.0495-1.0495
ratio with Cp = 0: 0.7421
stage delay: 5.390 ps; per mm: 113.13 ps
integer stages: L um | k | ratio | inserted only | delay ps
  20 | 1 | 2.5000 | 0.0000 | 2.73
  60 | 1 | 0.8333 | 0.0000 | 6.88
  100 | 2 | 1.0000 | 0.5000 | 11.32
  300 | 6 | 1.0000 | 0.8333 | 33.96
  1000 | 21 | 1.0500 | 1.0000 | 113.13
1 mm wire capacitance: 200.0 fF
1 mm added capacitance: 210.0 fF
1 mm bare-wire delay, ideal driver, no load: 608.0 ps
supply: 0.7 V
energy per full cycle, wire only: 98.0 fJ
energy per full cycle, total: 200.9 fJ
half added capacitance: ratio 0.5247, delay x 1.0607
ladder coefficients: wire 0.3788, lumped 0.6932
ladder stage delay at formula optimum: 5.729 ps
ladder optimum: h 47.44, l 48.27 um
ladder optimum ratio: 0.983
ladder delay loss at formula optimum: 0.068 %
coupling share of c: 0.6
opposite switching: h 63.25, l 37.66 um
opposite switching: added/nominal wire ratio 1.679
via stack: 30 ohm at each end; ratio 0.918
temperatures: 300, 378 K
resistivity slope: 0.0067 uohm cm/K
hot wire r: 9.05 ohm/um; re-optimised ratio 1.0495
hot delay, fixed design: 120.52 ps/mm
hot loss against new optimum: 0.189 %
relative permittivity: 3.0
time of flight per segment: 0.275 ps
lossless line impedance: 28.9 ohm
OK
```
